# Density of states and band filling in a two-dimensional Rashba gas

Electrons move freely in a plane, in one band with an isotropic parabolic mass, and the missing mirror symmetry of the plane couples their spin to their wave vector. In atomic units the Hamiltonian for wave vector $\mathbf k=(k_x,k_y)$ is

$$H=\frac{k^2}{2m}+\alpha\,(k_y\sigma_x-k_x\sigma_y),\qquad \alpha>0 .$$

Here $m$ is the band mass in electron masses, $\alpha$ has the dimension of energy times length, and $\sigma_x,\sigma_y$ are Pauli matrices. There is no magnetic field, disorder or interaction. Energies are measured from the level at $k=0$, and densities are per unit area. Numbers are given in eV and angstrom.

## (a) Find the bands. Where is the minimum, and which states lie below $E=0$?

**Solution.** Write $S=k_y\sigma_x-k_x\sigma_y$. Its square is

$$S^2=k_y^2\sigma_x^2+k_x^2\sigma_y^2-k_xk_y(\sigma_x\sigma_y+\sigma_y\sigma_x)=k^2,$$

because each Pauli matrix squares to one and different ones anticommute. The eigenvalues of $S$ are therefore $k$ or $-k$, and since $S$ has zero trace, both occur. The bands are

$$E_\pm(k)=\frac{k^2}{2m}\pm\alpha k .$$

They meet at $k=0$, which is the crossing point. Completing the square in the lower branch gives

$$E_-(k)=\frac{(k-k_R)^2}{2m}-E_R,\qquad k_R=m\alpha,\qquad E_R=\frac{k_R^2}{2m}=\frac{m\alpha^2}{2}.$$

The minimum is a whole ring of radius $k_R$, at energy $-E_R$. The upper branch is a sum of two non-negative terms, so every state with $E<0$ belongs to the lower branch.

The crossing survives because the spin term vanishes at $k=0$, as time-reversal symmetry requires; a term in $\sigma_z$ that is odd in $\mathbf k$ vanishes there too and leaves the crossing intact. A constant term $\Delta\sigma_z$, which breaks that symmetry, anticommutes with $S$, so the square of the full spin term becomes $\alpha^2k^2+\Delta^2$. The crossing is then replaced by a gap $2|\Delta|$ at $k=0$. A constant term in $\sigma_x$ or $\sigma_y$ opens no gap. A small term $B\sigma_x$ moves the crossing to $k_y=-B/\alpha$, at energy $B^2/(2m\alpha^2)$, and tilts the ring, so that the lowest energy varies by $2|B|$ around it.

## (b) Derive the density of states for $-E_R<E<0$.

**Solution.** Setting $E_-(k)=E$ gives $(k-k_R)^2=2m(E+E_R)$, hence two circles:

$$k_{1,2}=k_R\mp q,\qquad q=\sqrt{2m(E+E_R)} .$$

For $E<0$ we have $q<k_R$, so both radii are positive. States with energy below $E$ fill the annulus between the circles.

Each branch has one state per wave vector, and wave vectors have density $1/(4\pi^2)$ per unit area of the sample. An energy step $dE$ moves a circle of radius $k_i$ by $dE/|E_-'(k_i)|$. It adds the number $2\pi k_i\,dE/(4\pi^2|E_-'(k_i)|)$, so

$$g(E)=\sum_i\frac{k_i}{2\pi\,|E_-'(k_i)|} .$$

The slope is $E_-'(k)=(k-k_R)/m$, which equals $-q/m$ on the inner circle and $+q/m$ on the outer one. The magnitudes agree, and the radii add to $2k_R$:

$$g(E)=\frac{m}{2\pi q}\,\big[(k_R-q)+(k_R+q)\big]=\frac{m}{\pi}\,\frac{k_R}{q}.$$

With $k_R=\sqrt{2mE_R}$ this becomes

$$g(E)=\frac{m}{\pi}\sqrt{\frac{E_R}{E+E_R}},\qquad -E_R<E<0 .$$

The inverse square root is the law of a one-dimensional band edge. Near the ring the energy varies in the radial direction alone, while the circumference supplies a number of states that does not shrink as the bottom is approached. At an ordinary two-dimensional minimum the contour shrinks in proportion to the slope, and the two effects cancel.

The divergence is integrable. The annulus contains

$$n(E)=\frac{\pi[(k_R+q)^2-(k_R-q)^2]}{4\pi^2}=\frac{k_Rq}{\pi},$$

which vanishes at the bottom. Since $dq/dE=m/q$, its derivative returns the density of states just found.

## (c) What happens to the density of states above the crossing?

**Solution.** For $E>0$ we have $q>k_R$, and the root $k_R-q$ is negative, so it is no longer a circle of the lower branch. That branch keeps the radius $q+k_R$. The upper branch is $E_+=(k+k_R)^2/(2m)-E_R$ and supplies the radius $q-k_R$. Both slopes have magnitude $q/m$, so

$$g(E)=\frac{m}{2\pi q}\,\big[(q+k_R)+(q-k_R)\big]=\frac{m}{\pi},\qquad E>0 .$$

This is the value for a spin-degenerate parabolic band. The coupling changes the two radii, but not their sum at given $q$. At $E=0$ the expression from (b) also equals $m/\pi$. The density of states is thus continuous there, with a kink: its slope is $-m/(2\pi E_R)$ just below the crossing and zero above.

## (d) At zero temperature, show that the Fermi level reaches the crossing at $n_c=m^2\alpha^2/(\pi\hbar^4)$.

**Solution.** As $E$ rises to zero, $q$ rises to $k_R$. The inner circle shrinks to a point and the outer one reaches $2k_R$. The occupied region is then a disc filled once, since the upper branch is still empty:

$$n_c=\frac{\pi(2k_R)^2}{4\pi^2}=\frac{k_R^2}{\pi}=\frac{m^2\alpha^2}{\pi}.$$

Integrating the density of states, with $x=E+E_R$, gives the same number:

$$\int_{-E_R}^{0}g\,dE=\frac m\pi\sqrt{E_R}\int_0^{E_R}\frac{dx}{\sqrt x}=\frac{2mE_R}{\pi}=\frac{m^2\alpha^2}{\pi}.$$

To restore $\hbar$, write the kinetic energy as $\hbar^2k^2/(2m)$ and leave $\alpha k$ as it stands. The minimum moves to $k_R=m\alpha/\hbar^2$, with $E_R=m\alpha^2/(2\hbar^2)$, and

$$n_c=\frac{k_R^2}{\pi}=\frac{m^2\alpha^2}{\pi\hbar^4}.$$

The fourth power belongs to this definition of $\alpha$. If the coupling multiplies the momentum $\hbar k$ instead, with a coefficient $a=\alpha/\hbar$ that is a velocity, the same density reads $m^2a^2/(\pi\hbar^2)$.

## (e) Find the Fermi level at any density, and examine its limits.

**Solution.** Below the crossing, $n=k_Rq/\pi=n_c\,q/k_R=n_c\sqrt{(E_F+E_R)/E_R}$. Squaring gives

$$E_F=E_R\left[\left(\frac{n}{n_c}\right)^2-1\right],\qquad n\le n_c .$$

Above it, the constant density of states adds $n-n_c=mE_F/\pi$. Since $\pi n_c/m=2E_R$,

$$E_F=2E_R\left(\frac n{n_c}-1\right),\qquad n\ge n_c .$$

Both forms vanish at $n_c$ with slope $2E_R/n_c$. The second derivative drops there from $2E_R/n_c^2$ to zero.

At low density the Fermi energy above the band bottom grows as $n^2$, as in one dimension. In the opposite limit, $\alpha\to0$ at fixed $n$, the threshold $n_c$ tends to zero and the second form applies. It reads $E_F=\pi n/m-m\alpha^2$ and tends to $\pi n/m$, the result for an ordinary spin-degenerate gas.

## (f) Evaluate the results for $m=0.30$ and $\alpha=1.00$ eV Å.

**Solution.** With $\hbar^2/m_e=7.620$ eV Å$^2$, where $m_e$ is the electron mass,

$$k_R=\frac{0.30\times1.00}{7.620}=0.03937\ \text{Å}^{-1},\qquad E_R=\frac{0.30\times1.00^2}{2\times7.620}=0.0197\ \text{eV}.$$

The threshold density is

$$n_c=\frac{(0.03937)^2}{\pi}=4.93\times10^{-4}\ \text{Å}^{-2}=4.93\times10^{12}\ \text{cm}^{-2}.$$

The flat density of states is $0.30/(7.620\,\pi)=0.01253$ eV$^{-1}$ Å$^{-2}$. At one quarter of the ring depth above the bottom, $q=k_R/2$. The circles have radii 0.0197 and 0.0591 Å$^{-1}$, and the density of states is twice the flat value. This is also the Fermi energy at half the threshold density: $E_F=(1/4-1)E_R=-0.0148$ eV. At twice the threshold density, $E_F=2E_R=0.0394$ eV.

These laws were tested by diagonalizing the spin matrix on a square grid of $1000\times1000$ wave vectors, reaching $3k_R$ in each direction from the centre, and counting levels. The count below $E=0$ gives $4.934\times10^{-4}$ Å$^{-2}$. Counts at four energies between $0.05E_R$ and $0.4E_R$ above the bottom give a density-of-states exponent of $-0.499$, against the derived $-1/2$.

## (g) How does temperature change the density at which the chemical potential meets the crossing?

**Solution.** At temperature $T$ the density is $\int g(E)f(E)\,dE$ with the Fermi function $f$. Let $\theta=k_BT$ and put the chemical potential at $E=0$. States above the crossing gain

$$\frac m\pi\int_0^\infty\frac{dE}{e^{E/\theta}+1}=\frac m\pi\,\theta\ln2 .$$

At depth $u=-E$ below the crossing, the empty fraction is $1/(e^{u/\theta}+1)$. Subtracting the empty states gives

$$n-n_c=\frac m\pi\left[\theta\ln2-\int_0^{E_R}\frac{du}{\sqrt{1-u/E_R}}\,\frac1{e^{u/\theta}+1}\right].$$

For $\theta\ll E_R$, small $u$ dominates. Expand $(1-u/E_R)^{-1/2}=1+u/(2E_R)+3u^2/(8E_R^2)+\dots$ and extend the integrals to infinity. The integrals of $x^p/(e^x+1)$ for $p=0,1,2$ are $\ln2$, $\pi^2/12$ and $3\zeta(3)/2=1.803$. The terms in $\ln2$ cancel. Dividing by $n_c=2mE_R/\pi$ leaves

$$\frac{n}{n_c}-1\simeq-\frac{\pi^2}{48}\left(\frac\theta{E_R}\right)^2-0.338\left(\frac\theta{E_R}\right)^3 .$$

The sign is negative because the density of states is larger below the crossing than above, so more electrons are lost than gained. At 77 K, $\theta/E_R=0.00664/0.01969=0.337$, and the two terms give $-0.023-0.013=-0.036$. The full integral gives $n/n_c=0.9635$. The close agreement is partly accidental, since the next term of the series would add $-0.011$; the expansion is reliable only at much lower temperatures. At 40 K the two terms give $-0.0081$ against the full $-0.0098$, and at 20 K they give $-0.0018$ against $-0.0019$.

For $\theta\gg E_R$ the finite depth of the band limits the loss. Expanding $1/(e^{u/\theta}+1)\simeq1/2-u/(4\theta)$, and using $\int_0^{E_R}du/\sqrt{1-u/E_R}=2E_R$ and $\int_0^{E_R}u\,du/\sqrt{1-u/E_R}=4E_R^2/3$, we find

$$\frac n{n_c}-1\simeq\frac1{2E_R}\left[\theta\ln2-E_R+\frac{E_R^2}{3\theta}\right].$$

At 300 K, $\theta=0.02585$ eV. The bracket is $0.01792-0.01969+0.00500=0.00323$ eV, and the relative change is $+0.082$. The full integral gives $+0.078$, so the expansion is useful even though $\theta$ is just $1.3E_R$.

The shift has changed sign between the two temperatures. At fixed density $n_c$ the chemical potential accordingly lies 0.0012 eV above the crossing at 77 K and 0.0037 eV below it at 300 K. At 300 K the thermal energy exceeds the ring depth, so the occupation is no longer sharply divided at the crossing.

## (h) Let the masses along $x$ and $y$ be $m_x<m_y$, with the same spin term. Does the divergence at the bottom survive, and how does the threshold change?

**Solution.** In the direction at angle $\phi$ from the $x$ axis, the lower branch is

$$E=\tfrac12wk^2-\alpha k,\qquad w(\phi)=\frac{\cos^2\phi}{m_x}+\frac{\sin^2\phi}{m_y}.$$

Its minimum along that direction is $-\alpha^2/(2w)$. The lowest value is $-m_y\alpha^2/2$, at the two points $k_y=\pm m_y\alpha$, and the ring is no longer level. Near one of these points let $\delta$ be the radial displacement and $\eta$ the small angle from the $y$ axis. Then $w\simeq1/m_y+\eta^2(1/m_x-1/m_y)$, and to second order

$$E\simeq-\frac{m_y\alpha^2}2+\frac{\delta^2}{2m_y}+\frac{m_y^2\alpha^2\eta^2}{2}\left(\frac1{m_x}-\frac1{m_y}\right).$$

The tangential displacement is $p=m_y\alpha\eta$, so the last term is $p^2/(2M)$ with $M=m_xm_y/(m_y-m_x)$. An elliptic minimum without spin degeneracy has density of states $\sqrt{m_yM}/(2\pi)$. The two together give

$$g_{\rm bottom}=\frac{\sqrt{m_yM}}\pi=\frac{m_y}{\pi}\sqrt{\frac{m_x}{m_y-m_x}} .$$

This is finite and diverges as the masses become equal. The inverse-square-root singularity therefore depends on the level ring. A weaker, logarithmic divergence remains higher up, at $E=-m_x\alpha^2/2$. There the points $k_x=\pm m_x\alpha$ are saddles of the lower branch, with a minimum of the energy along the radius and a maximum along the ring.

At $E=0$ the outer contour is $k=2\alpha/w$, and the inner one is the point $k=0$. Hence

$$n_c=\frac1{4\pi^2}\int_0^{2\pi}\frac12\left(\frac{2\alpha}{w}\right)^2d\phi=\frac{\alpha^2}{2\pi^2}\int_0^{2\pi}\frac{d\phi}{w^2}.$$

Put $a=1/m_x$ and $b=1/m_y$. Applying $-(\partial_a+\partial_b)$ to $\int_0^{2\pi}d\phi/w=2\pi/\sqrt{ab}$ gives $\int_0^{2\pi}d\phi/w^2=\pi(a+b)/(ab)^{3/2}$. Therefore

$$n_c=\frac{\alpha^2}{2\pi}(m_x+m_y)\sqrt{m_xm_y}.$$

For masses 0.30 and 0.33 this is $\tfrac12(2.1)\sqrt{1.1}=1.101$ times the isotropic value at mass 0.30. Nearly all of the rise comes from the larger average mass: relative to an isotropic mass of 0.315, the ratio is 0.999. The minimum energy varies along the ring by $\alpha^2(m_y-m_x)/2$, or 0.0020 eV. Comparing the fillings at 1% and 2% of this spread above the bottom gives $n\propto(E-E_{\min})^{1.002}$, where $E_{\min}$ is the band bottom. This is the linear filling of a finite density of states. With equal masses, the same energy steps give the exponent 0.500.

## (i) Which other neglected effects matter for these numbers, and what do they mean for a device?

**Solution.** Consider first a nonparabolic band. Let the kinetic energy $\varepsilon$ obey the two-band relation $\varepsilon(1+\varepsilon/G)=k^2/(2m)$ with gap $G$, and hold $\alpha$ fixed. At the crossing energy the outer contour has $\varepsilon=\alpha k$. Dividing the relation by $k$ gives $\alpha+\alpha^2k/G=k/(2m)$, so

$$k=\frac{2k_R}{1-4E_R/G}.$$

For $G=1.00$ eV, the threshold rises by the factor $1/(1-0.0787)^2=1.18$.

This rise depends on holding $\alpha$ fixed. Suppose instead that mass and coupling both come from mixing with a spin doublet below, through a matrix element $c_0+PS$. The lower branch then depends on $k$ only through $(c_0-Pk)^2$, so it returns to the crossing energy at $k=2c_0/P$. Matching the gap $G$, the mass and the coupling at $k=0$ requires $P^2=\alpha^2+G/(2m)$ and $c_0=\alpha G/(2P)$, which gives

$$k=\frac{2k_R}{1+4E_R/G}.$$

The threshold now falls, by the factor $1/(1+0.0787)^2=0.86$. Even the sign of the correction depends on how the coupling varies with energy.

Disorder rounds the singularity. Take a Lorentzian of half-width $\Gamma=1/(2\tau)$, with the lifetime $\tau$ estimated from the mobility. To broaden $x^{-1/2}$, set $z=x+i\Gamma$ and $x'=s^2$. Closing the contour around $s=\sqrt z$ gives

$$\int_0^\infty\frac{dx'}{\sqrt{x'}\,(z-x')}=\int_{-\infty}^{\infty}\frac{ds}{z-s^2}=-\frac{i\pi}{\sqrt z}.$$

Multiplying the imaginary part by $-1/\pi$ turns the left side into the Lorentzian average and the right side into $\mathrm{Re}\,z^{-1/2}$. With $z=|z|e^{i\chi}$ this is $\Gamma^{-1/2}\sqrt{\sin\chi}\cos(\chi/2)$, whose maximum is at $\chi=60^\circ$. The peak lies $0.58\,\Gamma$ above the bottom, with height $0.81\sqrt{E_R/\Gamma}$ times the flat value.

A mobility of 500 cm$^2$/Vs gives $\Gamma=0.0039$ eV and a predicted height of 1.82. Broadening the full density of states, including its flat part, gives 1.84. Both values assume a width independent of energy. For short-range disorder the width follows the density of states; if it equals $\Gamma$ where that density is flat, the peak is lower, about 1.5. The transport lifetime is a rough substitute for the single-particle lifetime, so this indicates a size.

Interactions are a serious omission. At $n_c$ the mean spacing radius is $1/\sqrt{\pi n_c}=1/k_R=25.4$ Å. For a dielectric constant of 10, the Coulomb energy at that distance is 0.057 eV, nearly three times $E_R$. This is not the shift of the threshold, which the present model cannot supply, but it shows that free-electron filling with unmodified $m$ and $\alpha$ is not assured.

A second subband is a smaller concern if the well is narrow and the mass normal to the plane is not large. Take a flat hard-wall well 50 Å wide and a normal mass of 0.30. The second subband then lies 0.150 eV above the first; a normal mass of 0.60 would halve this separation. If the second subband has the same $m$ and $\alpha$ as the first, its bottom is $0.1504-0.0197=0.131$ eV above the first crossing, about five thermal energies at 300 K. In a flat well 100 Å wide, again with normal mass 0.30, the same distance is only 0.018 eV, less than one thermal energy, and the second subband must be included. These are rough estimates, because the spin coupling requires an asymmetric well, and the field or composition step that makes it asymmetric also changes the separation.

The chosen mass and coupling illustrate a strong spin splitting and do not describe a particular material. For comparison, take a mass of 0.05 and a coupling of 0.1 eV Å, roughly the size found in narrow-gap III–V quantum wells. Then $n_c$ falls by $(0.05/0.30)^2(0.1/1.0)^2=1/3600$, to about $1.4\times10^9$ cm$^{-2}$. At zero temperature a well holding $10^{11}$ cm$^{-2}$ would then have its Fermi level 0.0047 eV above the crossing, far more than its ring depth of 0.00003 eV. At 300 K this gas is no longer degenerate, and its chemical potential lies 0.041 eV below the crossing.

Since $n_c$ grows as $m^2\alpha^2$, a crossing at densities of order $10^{12}$ cm$^{-2}$ calls for a large product $m\alpha$. A sharp threshold also needs $k_BT$ and $\Gamma$ well below $E_R$. In the strongly coupled example, raising one of the two masses by a tenth raises the threshold density by 10%. Nonparabolicity with a gap of 1 eV changes it by $+18\%$ or $-14\%$ in the two models above, and the interaction shift remains undetermined.

## Numbers as computed

```
band mass = 0.30 electron masses
Rashba coupling alpha = 1.00 eV angstrom
hbar^2/electron mass = 7.61996 eV angstrom^2
ring radius k_R = 0.03937 1/angstrom
ring depth E_R = 0.01969 eV
outer radius at crossing 2 k_R = 0.07874 1/angstrom
flat density of states = 0.01253 1/(eV angstrom^2)
(E+E_R)/E_R = 0.05: E = -0.01870 eV, g = 0.05604 1/(eV angstrom^2)
  inner, outer radius = 0.03057, 0.04817 1/angstrom
(E+E_R)/E_R = 0.25: E = -0.01476 eV, g = 0.02506 1/(eV angstrom^2)
  inner, outer radius = 0.01969, 0.05906 1/angstrom
(E+E_R)/E_R = 1.00: E = 0.00000 eV, g = 0.01253 1/(eV angstrom^2)
  inner, outer radius = 0.00000, 0.07874 1/angstrom
crossing density n_c = 4.9339e-04 1/angstrom^2
crossing density n_c converted = 4.934e+12 1/cm^2
crossing density from counting = 4.9339e-04 1/angstrom^2
counted exponent of density of states = -0.499
counted/derived g above crossing = 1.0008
Fermi level at n/n_c = 0.5: -0.01476 eV
Fermi level at n/n_c = 1.0: 0.00000 eV
Fermi level at n/n_c = 2.0: 0.03937 eV
T = 77 K: thermal energy = 0.00664 eV
  n/n_c with chemical potential at crossing = 0.9635
  chemical potential at n_c = 0.00123 eV
T = 300 K: thermal energy = 0.02585 eV
  n/n_c with chemical potential at crossing = 1.0780
  chemical potential at n_c = -0.00365 eV
anisotropic masses = 0.30, 0.33 electron masses
energy spread along the ring = 0.00197 eV
filling exponent at bottom, isotropic = 0.500
filling exponent at bottom, anisotropic = 1.002
anisotropic crossing density / n_c = 1.1012
two-band gap assumed = 1.00 eV
nonparabolic crossing density / n_c = 1.1782
mobility assumed = 500 cm^2/Vs
lifetime half-width = 0.00386 eV
broadened peak g / flat g = 1.842
broadened peak position = -0.01747 eV
dielectric constant assumed = 10.0
mean spacing radius at n_c = 25.40 angstrom
Coulomb energy at that radius = 0.05669 eV
interaction parameter r_s = 1.440
well width assumed = 50.0 angstrom
separation to second subband = 0.1504 eV
```
